# Picture change in length and velocity transition moments

**The argument under review**

A calculation of electric-dipole transitions in a heavy atom uses two-component wavefunctions obtained by decoupling the Dirac equation. The transition moments are computed with the operators of nonrelativistic theory, and the choice is defended as follows.

> The decoupling is exact, so the two-component energies are the Dirac energies and the wavefunctions contain all of the relativity. The position operator \(\mathbf r\) does not contain the speed of light, so there is nothing in it to correct. The same functions may be used with \(\mathbf p\) to obtain the velocity form, as an independent check.

The first half of the second sentence is correct. The question is whether the rest follows, and if not, how large the error is in each form and for each kind of transition.

**What the decoupling does to an operator**

I use atomic units, \(\hbar=m=e=1\), and consider one electron in a local, static potential \(V\), spherical where angular quantum numbers are used. Energies exclude the rest energy. With upper and lower components \(\psi_L,\psi_S\), the Dirac equation is

\[
V\psi_L+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\psi_S=E\psi_L,\qquad
c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\psi_L+(V-2c^2)\psi_S=E\psi_S .
\]

Exact decoupling supplies one operator \(X\), common to all positive-energy states, such that \(\psi_S=X\psi_L\). The norm of the Dirac state is then \(\langle\psi_L|1+X^\dagger X|\psi_L\rangle\). A two-component function with the ordinary norm is therefore

\[
\phi=(1+X^\dagger X)^{1/2}\psi_L,\qquad \psi_L=R\phi,\qquad R=(1+X^\dagger X)^{-1/2}.
\]

Inserting this into the Dirac matrix element gives

\[
\langle\psi_f|\mathbf r|\psi_i\rangle=\langle\phi_f|\mathbf r'|\phi_i\rangle,\qquad
\mathbf r'=R\,(\mathbf r+X^\dagger\mathbf r X)\,R .
\]

The argument replaces \(\mathbf r'\) by \(\mathbf r\). The two differ because \(X\) and \(R\) contain momenta, which do not commute with position. That the energies are right is no defence: they are right because the Hamiltonian was transformed. The omission for another operator is called the picture-change error. I measure it by \(\varepsilon=\text{naive}/\text{true}-1\) for an amplitude, where "true" means the Dirac matrix element of \(\mathbf r\) or \(c\boldsymbol\alpha\).

**The length form at leading order**

For energies and potentials small compared with \(2c^2\), the lower equation gives \(X\simeq\boldsymbol\sigma\!\cdot\!\mathbf p/(2c)\). Since \((\boldsymbol\sigma\!\cdot\!\mathbf p)^2=p^2\), we have \(R\simeq1-p^2/(8c^2)\), and

\[
\mathbf r'\simeq\mathbf r+\frac{1}{4c^2}\left[\boldsymbol\sigma\!\cdot\!\mathbf p\,\mathbf r\,\boldsymbol\sigma\!\cdot\!\mathbf p-\tfrac12(p^2\mathbf r+\mathbf r p^2)\right].
\]

To evaluate the bracket, use \([\boldsymbol\sigma\!\cdot\!\mathbf p,x_k]=-i\sigma_k\). Moving \(x_k\) to the left or to the right gives two equal expressions:

\[
\boldsymbol\sigma\!\cdot\!\mathbf p\,x_k\,\boldsymbol\sigma\!\cdot\!\mathbf p
=x_kp^2-i\sigma_k\,\boldsymbol\sigma\!\cdot\!\mathbf p
=p^2x_k+i\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\sigma_k .
\]

Their average contains \(\tfrac12(p^2x_k+x_kp^2)\), which cancels in the bracket, and the remainder

\[
\tfrac i2[\boldsymbol\sigma\!\cdot\!\mathbf p,\sigma_k]
=\tfrac i2\,(2i)\,\epsilon_{jkl}\,p_j\sigma_l=-(\boldsymbol\sigma\times\mathbf p)_k .
\]

Hence

\[
\mathbf r'=\mathbf r-\frac{\boldsymbol\sigma\times\mathbf p}{4c^2}+O(c^{-4}).
\]

The leading correction depends on spin; the spin-free parts have cancelled between the small-component contribution and the renormalization.

Its matrix elements follow from a commutator. For any spin-independent vector operator \(\mathbf A\), \([L_j,A_k]=i\epsilon_{jkl}A_l\), so

\[
[\boldsymbol\sigma\!\cdot\!\mathbf L,A_k]=i\epsilon_{jkl}\sigma_jA_l=-i(\boldsymbol\sigma\times\mathbf A)_k .
\]

A state with Dirac angular quantum number \(\kappa\) has \(\boldsymbol\sigma\!\cdot\!\mathbf L=-(\kappa+1)\). The left side then has the matrix element \((\kappa_i-\kappa_f)\langle f|A_k|i\rangle\). With \(\Delta=\kappa_i-\kappa_f\),

\[
\langle f|\boldsymbol\sigma\times\mathbf A|i\rangle=i\Delta\,\langle f|\mathbf A|i\rangle .
\]

Set \(\mathbf A=\mathbf p\). Inside a term already of order \(c^{-2}\), the nonrelativistic Hamiltonian \(h_0=p^2/2+V\) is sufficient. From \(\mathbf p=i[h_0,\mathbf r]\) we get \(\mathbf p_{fi}=i\omega\,\mathbf r_{fi}\), where \(\omega=E_f-E_i\). Therefore

\[
\mathbf r'_{fi}=\mathbf r_{fi}-\frac{(i\Delta)(i\omega)}{4c^2}\mathbf r_{fi}
=\mathbf r_{fi}\left(1+\frac{\Delta\omega}{4c^2}\right),\qquad
\varepsilon_L=-\frac{\Delta\,\omega}{4c^2}.
\]

An \(s_{1/2}\) state has \(\kappa=-1\); \(p_{1/2}\) has \(\kappa=1\) and \(p_{3/2}\) has \(\kappa=-2\). Thus \(\Delta=-2\) or \(+1\), and

\[
\varepsilon_L(s\to p_{1/2})=+\frac{\omega}{2c^2},\qquad
\varepsilon_L(s\to p_{3/2})=-\frac{\omega}{4c^2}.
\]

At this order the length error is set by the transition energy in units of the rest energy. This is why the bare operator does well for valence lines: the reason is the small \(\omega\), not the absence of \(c\) from \(\mathbf r\).

The opposite signs have a consequence for unresolved doublets. Acting with the three components of \(\hat{\mathbf r}\) on the two spin states of an \(s\) level produces six orthogonal states of equal norm, which span the \(p\) space. The strengths into \(p_{1/2}\) and \(p_{3/2}\) are therefore in the ratio \(2:4\), with weights \(1/3\) and \(2/3\), if the radial functions and energies of the doublet are taken as equal. The relative error of a strength is \(2\varepsilon\) to first order, and the sum is

\[
\frac13\cdot\frac{\omega}{c^2}-\frac23\cdot\frac{\omega}{2c^2}=0 .
\]

A correct total strength is thus no evidence that the two components are correct.

**The velocity form at leading order**

The Dirac velocity is \(c\boldsymbol\alpha\), which couples upper to lower components. Its transformed version is

\[
v'_k=c\,R\,(\sigma_kX+X^\dagger\sigma_k)\,R .
\]

The factor \(c\) means that \(X\) is now needed through order \(c^{-3}\). Substitute \(\psi_S=X\psi_L\) into the lower equation and use the upper one for \(E\psi_L\):

\[
c\,\boldsymbol\sigma\!\cdot\!\mathbf p+(V-2c^2)X=X(V+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,X),
\]

or \(2c^2X=c\,\boldsymbol\sigma\!\cdot\!\mathbf p+[V,X]-cX\boldsymbol\sigma\!\cdot\!\mathbf p\,X\). Inserting the leading \(X\) on the right, with \([V,\mathbf p]=i\nabla V\), gives

\[
X=\frac{\boldsymbol\sigma\!\cdot\!\mathbf p}{2c}
+\frac{i\,\boldsymbol\sigma\!\cdot\!\nabla V}{4c^3}
-\frac{p^2\,\boldsymbol\sigma\!\cdot\!\mathbf p}{8c^3}+O(c^{-5}).
\]

The contributions to \(v'_k\) are as follows.

- The first term of \(X\) gives \(\tfrac12(\sigma_k\boldsymbol\sigma\!\cdot\!\mathbf p+\boldsymbol\sigma\!\cdot\!\mathbf p\,\sigma_k)=p_k\).
- The second gives \(\dfrac{i}{4c^2}[\sigma_k,\boldsymbol\sigma\!\cdot\!\nabla V]=\dfrac{i}{4c^2}(-2i)(\boldsymbol\sigma\times\nabla V)_k=\dfrac{(\boldsymbol\sigma\times\nabla V)_k}{2c^2}\).
- The third gives \(-p^2p_k/(4c^2)\).
- The two factors \(R\), acting on \(p_k\), give \(-(p^2p_k+p_kp^2)/(8c^2)=-p^2p_k/(4c^2)\).

Together,

\[
\mathbf v'=\mathbf p-\frac{p^2\mathbf p}{2c^2}+\frac{\boldsymbol\sigma\times\nabla V}{2c^2}+O(c^{-4}).
\]

The second term is familiar from the classical velocity \(\mathbf p/\sqrt{1+p^2/c^2}\): at given momentum a relativistic electron is slower than \(\mathbf p/m\). It has no counterpart at this order in \(\mathbf r'\).

For the spin term, \([h_0,\mathbf p]=i\nabla V\) gives \((\nabla V)_{fi}=-i\omega\mathbf p_{fi}\). The angular identity then yields \((\boldsymbol\sigma\times\nabla V)_{fi}=i\Delta(-i\omega)\mathbf p_{fi}=\Delta\omega\,\mathbf p_{fi}\). Defining \(K\) by \(\langle f|p^2\mathbf p|i\rangle=K\langle f|\mathbf p|i\rangle\), we find

\[
\varepsilon_V=\frac{K}{2c^2}-\frac{\Delta\,\omega}{2c^2}.
\]

The spin part is twice the length error and is small when \(\omega\) is small. The part with \(K\) need not be. Hydrogen \(2s\to2p\) shows this. The radial functions are proportional to \((1-r/2)e^{-r/2}\) and \(re^{-r/2}\), and the gradient of the first is radial, with magnitude factor \((-1+r/4)e^{-r/2}\). The matrix element of \(\mathbf p\) is proportional to

\[
-\int_0^\infty r^3\left(-1+\frac r4\right)e^{-r}dr=6-6=0,
\]

as it must be for degenerate levels. For \(p^2\mathbf p\), let \(p^2\) act to the left as \(2(E_f+1/r)\). The constant \(E_f\) multiplies the vanishing integral, and the rest is

\[
-2\int_0^\infty r^2\left(-1+\frac r4\right)e^{-r}dr=-2\left(-2+\frac32\right)=1 .
\]

The absolute error survives at \(\omega=0\), where the moment itself vanishes. If a weak perturbation raises \(2p\) slightly above \(2s\), the moment of \(\mathbf p\) becomes, in the same normalization, \(\omega\int r^4(1-r/2)e^{-r}dr=-36\,\omega\). Then \(K\simeq-1/(36\omega)\): negative, and large for small \(\omega\).

**Hydrogenic K lines**

For \(1s\to2p\) in a hydrogenic ion of charge \(Z\), \(\omega=\tfrac12Z^2(1-\tfrac14)=3Z^2/8\). The gradient of \(e^{-Zr}\) is \(-Z\hat{\mathbf r}e^{-Zr}\), and the radial \(2p\) function is proportional to \(re^{-Zr/2}\). Again letting \(p^2\) act to the left,

\[
K=2\left[-\frac{Z^2}{8}+Z\,\frac{\int_0^\infty r^2e^{-3Zr/2}dr}{\int_0^\infty r^3e^{-3Zr/2}dr}\right]
=2\left[-\frac{Z^2}{8}+\frac{Z^2}{2}\right]=\frac{3Z^2}{4},
\]

because the ratio of integrals is \((3Z/2)/3=Z/2\). With the fine-structure constant \(\alpha=1/c\), the leading errors are

| Final state | \(\varepsilon_L/(Z\alpha)^2\) | \(\varepsilon_V/(Z\alpha)^2\) |
|---|---:|---:|
| \(2p_{1/2}\) | \(3/16\) | \(3/8+3/8=3/4\) |
| \(2p_{3/2}\) | \(-3/32\) | \(3/8-3/16=3/16\) |

The numerical check extracts these coefficients from full decoupling at two small charges, and does the same for five other hydrogenic transitions. In units of \((Z\alpha)^2\), all the coefficients agree with the leading laws to within \(2\times10^{-4}\).

**A heavy model atom**

At large \(Z\) the expansion is no longer a safe substitute for the full transformation. Consider a model atom with \(Z=80\) and

\[
V(r)=-\frac{\operatorname{erf}(r/b)}{r}\left[1+\frac{79}{H(e^{r/d}-1)+1}\right],
\]

where \(b=10^{-4}\) bohr, \(d=0.8\) bohr and \(H=5\). The potential tends to \(-1/r\) at large distance, so \(6s\to6p\) can represent a valence line. The moments below are radial factors: the common angular factor is removed, and for velocities a factor \(i\) as well. The true ones then satisfy velocity \(=\omega\,\times\) length, since \(c\boldsymbol\alpha=i[h_D,\mathbf r]\) for the Dirac Hamiltonian \(h_D\) with a local potential.

For \(1s\to2p_{1/2}\), \(\omega=2554.7\) hartree (69.5 keV). The true and naive lengths are 0.013662 and 0.014644 bohr, so

\[
\varepsilon_L=\frac{0.014644}{0.013662}-1\approx7.2\%,\qquad
\frac{\omega}{2c^2}=\frac{2554.7}{37558}\approx6.8\%.
\]

The leading law accounts for most of the error. The velocities are 34.90 and 47.14 atomic units, an error of 35%. The hydrogenic estimate \(\tfrac34(80/137.04)^2\approx26\%\) gives the scale, but it lacks screening, nuclear size and higher orders, whose effects are not separated here. For \(2p_{3/2}\) the length and velocity errors are \(-3.3\%\) and \(+6.8\%\).

For \(6s\to6p_{1/2}\), \(\omega=0.2777\) hartree (7.56 eV), and the length law gives \(0.2777/37558=7.4\times10^{-6}\). The computed length error is also \(7.4\times10^{-6}\). The velocities are 0.67239 and 0.66878 atomic units, which gives

\[
\varepsilon_V=\frac{0.66878}{0.67239}-1\approx-0.54\% .
\]

This is about 700 times the length error in magnitude, yet still small for many purposes. For \(6p_{3/2}\) the corresponding errors are \(-4.5\times10^{-6}\) and \(-0.21\%\). The claim that the velocity form suffers a significant error thus needs its scale: tens of per cent for the \(1s\to np_{1/2}\) lines, a fraction of a per cent for \(6s\to6p\). These figures do not bound other lines of the model. Where the moment of \(\mathbf p\) is small, \(K\) is large: the velocity error is about \(-2\%\) for the weak line \(6s\to8p_{1/2}\), and about \(-240\%\), a reversed sign, for the close pair \(2s\to2p_{1/2}\).

The negative valence sign is the one found for nearly degenerate \(2s\to2p\) in hydrogen. In the model atom the nonrelativistic \(6s\) and \(6p\) functions give \(K\approx-109\), so \(K/(2c^2)\approx-0.29\%\): the leading law gives the sign and the scale. It does not give the difference between the two components. With a common \(K\) the law separates them by only about \(3\omega/(2c^2)\approx2\times10^{-5}\), whereas \(-0.54\%\) and \(-0.21\%\) differ by about a third of a per cent; that difference comes from higher orders in \(1/c\). The location of the error was examined. When the difference between naive and true velocity densities is integrated, with \(\boldsymbol\sigma\!\cdot\!\mathbf p\) acting symmetrically on both states in the naive density, the region \(r<1\) bohr supplies 101.5% of the \(6s\to6p_{1/2}\) error; the outer region slightly opposes it. The same region supplies 1.2% of the length moment. Such a density is not unique. For this line, if the derivative in the naive density acts on one state only, or if the ordinary symmetrized density of \(\mathbf p\) without spin is used, the inner and outer regions give contributions larger than the total error, which partly cancel. The statement that the valence velocity error arises in the inner atom therefore belongs to the density built with \(\boldsymbol\sigma\!\cdot\!\mathbf p\), not to the error as such.

**What the proposed check can show**

Comparing naive length and velocity moments does reveal a problem. For \(1s\to2p_{3/2}\), the naive velocity exceeds \(\omega\) times the naive length by 10.4%, whereas the true forms agree to within two parts in \(10^7\) for all six lines computed in this model. But the mismatch does not say which form to trust. Here both are wrong, with opposite signs. In the valence case nearly all of the mismatch belongs to the velocity. With a nonlocal mean-field potential, \([V,\mathbf r]\neq0\) and the bare forms can disagree for that reason too.

Nor does a summed intensity settle the matter. For the \(1s\to2p\) doublet, the line strength built from squared length moments is wrong by 0.8%, although its two amplitudes are wrong by 7.2% and \(-3.3\%\). The velocity strength is wrong by 36.5%.

**The correction required**

The calculation should use \(\mathbf r'\), or the transformed \(c\boldsymbol\alpha\), built from the same \(X\) and \(R\) as the wavefunctions. If another decoupling or normalization is used, its own transformation must be applied, because the bare-operator error depends on the picture. For valence lines in length form, the bare operator is an excellent approximation in the model studied here. For the \(1s\to np\) lines of this model it is not justified when per cent accuracy is wanted in individual components. For other core lines the leading estimate \(|\Delta|\,\omega/(4c^2)\) is a first guide, and it shrinks in proportion to the transition energy. The error itself need not do so: for nearly degenerate levels such as \(2s\) and \(2p_{1/2}\), terms of order \(c^{-4}\) that do not vanish with \(\omega\) can be comparable with the estimate, though the length error then stays small: about \(8\times10^{-4}\), against an estimate of \(5\times10^{-4}\), for \(2s\to2p_{1/2}\) in the model.

Correcting the picture does not complete a core-line intensity. The dipole approximation neglects the variation of the light wave across the atom. For \(1s\to2p_{1/2}\) the wave number is \(\omega/c=2554.7/137.04\approx18.6\) inverse bohr. Taking the transition length as a size gives \((18.6\times0.0137)^2\approx0.06\). The coefficient multiplying this scale has not been calculated here, but the scale is comparable with the length-form picture-change error, so retardation must be assessed separately.

## Values computed for the example and the checks

```
Hydrogenic error coefficients, units of (Z alpha)^2
columns: length found, law; velocity found, law
1s-2p1/2: 0.18750, 0.18750; 0.74982, 0.75000
1s-2p3/2: -0.09375, -0.09375; 0.18750, 0.18750
2s-3p1/2: 0.03472, 0.03472; 0.31944, 0.31944
2s-3p3/2: -0.01736, -0.01736; 0.21528, 0.21528
2p1/2-3d3/2: 0.01736, 0.01736; 0.14581, 0.14583
2p3/2-3d3/2: 0.06944, 0.06944; 0.24995, 0.25000
2p3/2-3d5/2: -0.01736, -0.01736; 0.07639, 0.07639
K for 1s-2p, units of Z^2: 0.7500
strength weights p1/2, p3/2: 0.3333, 0.6667
weighted 1s-2p length coefficient: -2.0e-07
largest relative Dirac energy deviation: 2.1e-08
Model: Z = 80, d = 0.8 bohr, H = 5.0, nuclear width = 1e-04 bohr
c = 137.0360 a.u.; 2c^2 = 37557.7 hartree
energies 1s, 6s: -3076.547, -0.53656 hartree
1s-2p1/2: energy 2554.71 hartree
  length true, naive: 0.01366239, 0.01464353 bohr; error 7.18 %, law 6.8 %
  velocity true, naive: 34.9034, 47.1351 a.u.; error 35 %
  naive velocity/(energy*length) - 1: 26 %
1s-2p3/2: energy 2628.83 hartree
  length true, naive: 0.01340125, 0.01295951 bohr; error -3.3 %, law -3.5 %
  velocity true, naive: 35.2296, 37.6131 a.u.; error 6.77 %
  naive velocity/(energy*length) - 1: 10.4 %
1s-6p1/2: energy 3076.29 hartree
  length true, naive: 0.0002665216, 0.0002895078 bohr; error 8.62 %, law 8.19 %
  velocity true, naive: 0.819897, 1.20753 a.u.; error 47.3 %
  naive velocity/(energy*length) - 1: 35.6 %
1s-6p3/2: energy 3076.34 hartree
  length true, naive: 0.0002667389, 0.000256636 bohr; error -3.79 %, law -4.1 %
  velocity true, naive: 0.820581, 0.903187 a.u.; error 10.1 %
  naive velocity/(energy*length) - 1: 14.4 %
6s-6p1/2: energy 0.277674 hartree
  length true, naive: 2.421498, 2.421516 bohr; error 0.000741 %, law 0.000739 %
  velocity true, naive: 0.672386, 0.668784 a.u.; error -0.536 %
  naive velocity/(energy*length) - 1: -0.536 %
6s-6p3/2: energy 0.334487 hartree
  length true, naive: 2.333687, 2.333677 bohr; error -0.000446 %, law -0.000445 %
  velocity true, naive: 0.780589, 0.778937 a.u.; error -0.212 %
  naive velocity/(energy*length) - 1: -0.211 %
largest true length-velocity deviation: 1.8e-07
1s-2p doublet strength error, length, velocity: 0.821, 36.5 %
1s-6p doublet strength error, length, velocity: 1.03, 53 %
6s-6p doublet strength error, length, velocity: -6.11e-05, -0.598 %
6s-6p1/2 velocity error from r < 1 bohr: 101.5 % of its total
6s-6p1/2 length moment from r < 1 bohr: 1.2 % of its total
1s-2p1/2 energy: 69.52 keV
6s-6p1/2 energy: 7.556 eV
```
